# Calculating the Fröhlich coupling constant of a hafnia-like memory oxide

## Question

I am trying to judge how strongly an electron in a memory oxide is dressed by lattice vibrations. My inputs are an optical permittivity of 4, a static permittivity of 20, a phonon energy of 50 meV and a band mass equal to the free-electron mass. I know that the Fröhlich coupling constant $\alpha$ is the number I need, but I am stuck on three points. Why do the permittivities enter as a difference of inverses? Is the phonon energy the longitudinal or the transverse one? And once I have $\alpha$, what does it tell me if it is larger than one?

## Answer

The phonon energy must be the longitudinal optical (LO) one, and the mass must be the bare band mass, without phonon dressing. I take your 50 meV as the LO energy. The model has one electron in an isotropic parabolic band, a continuous lattice with one dispersionless polar mode, and no applied field. I write $\varepsilon_v$ for the vacuum permittivity, $\varepsilon_\infty=4$, $\varepsilon_s=20$, and $\Omega$ for the crystal volume.

### Which phonon couples, and with what weight

For one undamped polar mode of transverse frequency $\omega_T$,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\,\omega_T^2}{\omega_T^2-\omega^2}
=\varepsilon_\infty\,\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},\qquad \omega_L^2=\omega_T^2\,\frac{\varepsilon_s}{\varepsilon_\infty}.$$

The second form follows from putting both terms over one denominator. An added charge fixes the displacement field $D$, and the field acting back on it is $D/(\varepsilon_v\varepsilon)$, so the inverse of $\varepsilon$ is what matters:

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}\,\frac{\omega_T^2-\omega^2}{\omega_L^2-\omega^2}
=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_\infty}\,\frac{\omega_L^2-\omega_T^2}{\omega_L^2-\omega^2}.$$

Since $\omega_T^2/\omega_L^2=\varepsilon_\infty/\varepsilon_s$, this is

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}-\kappa\,\frac{\omega_L^2}{\omega_L^2-\omega^2},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.$$

The ionic response to a charge has its resonance at $\omega_L$, with weight $\kappa$. The term $1/\varepsilon_\infty$ is the fast electronic screening, which is already part of the band electron's surroundings. This answers your first two points. From here on $\omega\equiv\omega_L$.

### The strength of the coupling

The Hamiltonian, with phonon zero-point energy left out, is

$$H=\frac{p^2}{2m}+\sum_{\mathbf q}\hbar\omega\, b_{\mathbf q}^\dagger b_{\mathbf q}+\sum_{\mathbf q}\left(V_q b_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+V_q^* b_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$

To find $V_q$, hold two electrons fixed at a distance $R$. Each mode then feels a constant force $g_{\mathbf q}=V_q(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})$, and completing the square gives

$$\hbar\omega\, b^\dagger b+g b+g^*b^\dagger=\hbar\omega\left(b^\dagger+\frac{g}{\hbar\omega}\right)\left(b+\frac{g^*}{\hbar\omega}\right)-\frac{|g|^2}{\hbar\omega}.$$

The lowest energy is $-|g|^2/\hbar\omega$. Because $|g_{\mathbf q}|^2=|V_q|^2\,(2+2\cos\mathbf q\cdot\mathbf R)$, the part that depends on $R$ is $-2\sum_{\mathbf q}|V_q|^2\cos(\mathbf q\cdot\mathbf R)/\hbar\omega$. This relaxation must turn the repulsion $e^2/(4\pi\varepsilon_v\varepsilon_\infty R)$ into $e^2/(4\pi\varepsilon_v\varepsilon_sR)$:

$$-\frac{2}{\hbar\omega}\sum_{\mathbf q}|V_q|^2\cos(\mathbf q\cdot\mathbf R)=-\frac{\kappa e^2}{4\pi\varepsilon_vR}
=-\frac{\kappa e^2}{\varepsilon_v\Omega}\sum_{\mathbf q}\frac{\cos(\mathbf q\cdot\mathbf R)}{q^2}.$$

The last step uses the Fourier transform of $1/(4\pi R)$, which is $1/q^2$. Equality at every $R$ requires equal coefficients:

$$|V_q|^2=\frac{\hbar\omega\,e^2\kappa}{2\varepsilon_v\Omega q^2}.$$

With your numbers and $R=2$ nm, the repulsion falls from 180 meV to 36 meV, so the lattice contributes $-144$ meV.

### From the coupling to $\alpha$

Now release a single electron, at rest at the band bottom at zero temperature. The coupling changes the phonon number by one, so there is no first-order shift. In second order the electron emits a phonon $\mathbf q$, recoils with momentum $-\hbar\mathbf q$, and reabsorbs it. The intermediate state lies higher by

$$\Delta_q=\hbar\omega+\frac{\hbar^2q^2}{2m}=\hbar\omega\,(1+r_p^2q^2),\qquad r_p=\sqrt{\frac{\hbar}{2m\omega}}.$$

With $\sum_{\mathbf q}\to(\Omega/2\pi^2)\int q^2dq$, the factors $\Omega$, $q^2$ and $\hbar\omega$ cancel:

$$\Delta E=-\sum_{\mathbf q}\frac{|V_q|^2}{\Delta_q}
=-\frac{\kappa e^2}{4\pi^2\varepsilon_v}\int_0^\infty\frac{dq}{1+r_p^2q^2}
=-\frac{\kappa e^2}{4\pi^2\varepsilon_v}\,\frac{\pi}{2r_p}
=-\frac{\kappa e^2}{8\pi\varepsilon_vr_p}.$$

The coupling constant is defined by $\Delta E=-\alpha\hbar\omega$. Inserting $1/r_p=\sqrt{2m\omega/\hbar}$,

$$\alpha=\frac{\kappa e^2}{8\pi\varepsilon_v\,\hbar\omega}\sqrt{\frac{2m\omega}{\hbar}}
=\frac{e^2}{4\pi\varepsilon_v}\,\kappa\,\sqrt{\frac{m}{2\hbar^3\omega}}.$$

The Rydberg energy is $\mathrm{Ry}=m_e(e^2/4\pi\varepsilon_v)^2/2\hbar^2$, so $e^2/4\pi\varepsilon_v=\hbar\sqrt{2\,\mathrm{Ry}/m_e}$, and

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{\mathrm{Ry}}{\hbar\omega}\,\frac{m}{m_e}}.$$

### Your numbers

The permittivities give $\kappa=0.250-0.050=0.200$. The energy ratio is $13.6057\ \text{eV}/0.050\ \text{eV}=272.11$, with square root 16.496. Therefore

$$\alpha=0.200\times16.496\approx3.30 .$$

Direct numerical integration of the second-order sum gives the same value. You can also get there by hand from the pair energy: $\Delta E$ is half the lattice contribution for two charges at distance $r_p$. Here $r_p=0.873$ nm, so $\Delta E=-\tfrac12\times144\times(2.0/0.873)\approx-165$ meV, which is 3.30 phonon energies.

The choice of phonon energy matters. An LO energy of 50 meV belongs to a transverse energy of $50/\sqrt5=22.4$ meV. If your 50 meV were transverse, the LO energy would be $50\sqrt5=111.8$ meV and $\alpha$ would be 2.21.

The formula has sensible limits. If $\varepsilon_s\to\varepsilon_\infty$, the ions carry no polarization and $\alpha\to0$. If $m\to\infty$, then $r_p\to0$ and $\alpha$ diverges as $\sqrt m$. The second-order shift diverges with it, as the self-energy of a point charge in a continuum. In that limit $-\alpha\hbar\omega$ is no longer near the ground-state energy of the continuum model, which grows as about $-0.11\,\alpha^2\hbar\omega$, in proportion to $m$; and the atomic spacing has to be restored.

### What a value above one means

At $\alpha=3.3$ a second-order energy cannot be trusted merely because it is second order. The same expression does, however, survive as a variational bound.

The total momentum $\mathbf p+\sum\hbar\mathbf q\,b_{\mathbf q}^\dagger b_{\mathbf q}$ is conserved. Measuring phonon phases from the electron's position removes the factors $e^{i\mathbf q\cdot\mathbf r}$, and at zero total momentum the electron's momentum is minus that of the phonons:

$$H_0=\frac1{2m}\Big(\sum_{\mathbf q}\hbar\mathbf q\,b_{\mathbf q}^\dagger b_{\mathbf q}\Big)^2+\sum_{\mathbf q}\left(\hbar\omega\, b_{\mathbf q}^\dagger b_{\mathbf q}+V_qb_{\mathbf q}+V_q^*b_{\mathbf q}^\dagger\right).$$

Take a product of coherent states, $b_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$, with $|f_{\mathbf q}|=|f_{-\mathbf q}|$. The mean phonon momentum then vanishes. The phonon numbers are independent and Poisson distributed, so their variances equal their means, and the squared sum contributes $\sum\hbar^2q^2|f_{\mathbf q}|^2$. Thus

$$E[f]=\sum_{\mathbf q}\left(\Delta_q|f_{\mathbf q}|^2+V_qf_{\mathbf q}+V_q^*f_{\mathbf q}^*\right).$$

The minimum is at $f_{\mathbf q}=-V_q^*/\Delta_q$, where $E=-\sum|V_q|^2/\Delta_q=-\alpha\hbar\omega$. Within this model, the ground-state energy therefore lies at or below $-165$ meV, measured from the undressed band edge, for whatever size of $\alpha$. How far below, this argument does not say. Feynman's path-integral variational theory, not derived here, gives a lower bound-type estimate from above of $-3.46\,\hbar\omega\approx-173$ meV, only 5% below $-\alpha\hbar\omega$, together with a polaron mass of about $2.1\,m$. In that theory the energy gap is 1% at $\alpha=1$ and 12% at $\alpha=6$, while the mass is $1.2\,m$ and $6.8\,m$ and rises steeply beyond. So $\alpha=1$ is not a threshold: $\alpha=3.3$ is intermediate coupling, where the energy is still close to $-\alpha\hbar\omega$ but the mass is roughly doubled.

The trial state also shows what $\alpha$ counts. Its mean phonon number is

$$\sum_{\mathbf q}\frac{|V_q|^2}{\Delta_q^2}=\alpha\,\frac2\pi\int_0^\infty\frac{dx}{(1+x^2)^2}=\alpha\,\frac2\pi\,\frac\pi4=\frac\alpha2 ,$$

or 1.65 phonons here. In this trial state the electron carries a lattice distortion of more than one quantum, so a picture of occasional single-phonon emission is inadequate. A state restricted to at most one phonon reaches only $-1.93\,\hbar\omega$, the root of $E=-\alpha/\sqrt{1-E}$ in units of $\hbar\omega$.

### How far this applies to a real oxide

Your inputs are rough values in the regime of hafnia, which is used in resistive and ferroelectric memory. Real hafnia has several polar branches, anisotropic bands and a discrete lattice. The following estimates change one assumption at a time, with the other inputs held fixed.

- **Band mass.** Halving it gives $\alpha=3.30/\sqrt2=2.33$. This is the largest shift in this list, but its size reflects the assumed factor of two.
- **Anisotropy.** Each direction contributes in proportion to $\sqrt{m(\hat{\mathbf q})}$, where $1/m(\hat{\mathbf q})=\sin^2\theta/m_{xy}+\cos^2\theta/m_z$. For $m_{xy}=0.5\,m_e$ and $m_z=4\,m_e$, which keep the density-of-states mass at $m_e$, the angular mean of $\sqrt{m/m_e}$ is 0.914 and $\alpha=3.02$.
- **Several branches.** If LO modes at 30 and 80 meV share $\kappa$ equally, the sum of their coupling constants is 3.43. Other shares give anything from 2.61 (all at 80 meV) to 4.26 (all at 30 meV).
- **Atomic spacing.** A rough cell edge of 0.51 nm limits $q$ to about $q_c=7.64\ \text{nm}^{-1}$, the radius of a sphere with the volume of the Brillouin zone. The integral then keeps a fraction $(2/\pi)\arctan(q_cr_p)=0.905$ of the shift, equivalent to $\alpha\approx2.99$. This depends on the cell chosen: that cell holds four formula units, and the four times smaller primitive fluorite cell gives $q_c=12.1\ \text{nm}^{-1}$, a fraction 0.94 and $\alpha\approx3.10$.

For your inputs I would therefore quote "roughly 3, if the band mass is near $m_e$", not three digits. The list holds $\varepsilon_\infty$ and the LO energy fixed, and $\alpha$ is sensitive to both: $\varepsilon_\infty=5$ gives 2.47, an LO energy of 80 meV gives 2.61, and $\varepsilon_\infty=5$, $\varepsilon_s=25$ and 85 meV, values also plausible for hafnia, give 2.0. Even the first digit is uncertain, because these changes can add up and the equal sharing of $\kappa$ between branches is only an assumption. Nor does $\alpha$ alone decide whether an electron traps itself on a single atomic site, because the short-range forces and finite bandwidth involved are absent from this model.

Operating conditions matter as well. At 300 K the thermal phonon number is $n=0.169$. Emission is enhanced by $1+n$, while the absorption term is proportional to the principal value of $\int_0^\infty dx/(1-x^2)$. The antiderivative $\tfrac12\ln|(1+x)/(1-x)|$ vanishes at both ends and its divergences at $x=1$ cancel, so without a cutoff in $q$ that term is zero at the band bottom. The pole at $x=1$ is real phonon absorption, and it gives the state a width $\hbar/\tau=2\alpha n\hbar\omega\approx56$ meV, twice the 28 meV thermal change of the shift. The second-order shift becomes $-165\times1.169\approx-193$ meV; at this coupling strength that is only a second-order estimate, and the variational bound above, which holds for the ground state, does not support it.

A field of 1 MV/cm, the order of magnitude used in switching, produces an energy drop of 87 meV across $r_p$, more than one phonon energy. The two are equal at 0.57 MV/cm. The field leaves $\alpha$ unchanged as a coefficient in $H$, but a polaron at rest is then a poor starting point for transport.

Finally, the electron plasma energy, screened by $\varepsilon_\infty$, reaches 50 meV at a carrier density of about $7\times10^{18}\ \text{cm}^{-3}$. Near and above that density, as could occur in a conducting filament, carriers screen the coupling and the one-electron value of $\alpha$ no longer describes it. This density is a scale and not a sharp threshold: screening can weaken the coupling at lower densities too.

## Table of computed values

```
Optical permittivity: 4
Static permittivity: 20
LO phonon energy: 50.0 meV
Band mass: 1.0 m_e
1/eps_inf: 0.250
1/eps_static: 0.050
kappa = difference: 0.200
kappa from loss-function integral: 0.20000
Damping used in loss function: 2.0 meV
Loss peak: 49.99 meV
TO energy belonging to this LO energy: 22.36 meV
Rydberg energy: 13.6057 eV
Ry/hw: 272.11
sqrt(Ry/hw): 16.496
alpha from formula: 3.2992
alpha from second-order integral: 3.2992
Polaron radius: 0.873 nm
Energy bound -alpha*hw: -165.0 meV
Phonons in coherent cloud: 1.650
Two-charge distance: 2.0 nm
Pair repulsion, ions fixed: 180.0 meV
Pair repulsion, ions relaxed: 36.0 meV
Phonon-mediated pair energy: -144.0 meV
Two-mode model, exact energy: -0.8608 hw
Two-mode model, coherent bound: -0.8000 hw
LO energy if 50 meV were TO: 111.8 meV
alpha if 50 meV were TO: 2.206
alpha for band mass 0.5 m_e: 2.333
Anisotropic masses xy, z: 0.5, 4.0 m_e
Angular mean of sqrt(mass/m_e): 0.9142
alpha for anisotropic mass: 3.016
Two LO branches: 30, 80 meV
alpha for two equal-weight branches: 3.434
Cell edge (rough): 0.51 nm
Cutoff wave number: 7.64 1/nm
Fraction of shift kept by cutoff: 0.905
alpha times kept fraction: 2.987
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal phonon number: 0.169
Second-order shift at 300 K: -192.8 meV
Applied field: 1.0 MV/cm
Potential energy drop over radius: 87.3 meV
Field where drop equals hw: 0.573 MV/cm
Density where plasma energy equals hw: 7.25e+18 cm^-3
```
